Resonant transmittance of a Fabry-Perot etalon with slightly absorbing mirrors

**Problem**

A Fabry-Perot etalon consists of two identical, parallel mirrors with an empty gap between them. Each mirror has reflectance R = 0.990 and absorptance A = 0.002, for light arriving from either side. A monochromatic plane wave falls on the etalon at normal incidence, and the gap is tuned to resonance.

(a) What fraction of the incident power is transmitted?

(b) Where does the rest of the power go?

(c) A single mirror absorbs 0.2 per cent of the light that strikes it. Why does so small a loss have the effect found in (a)?

R and A are fractions of power. Light scattered out of the beam would be lost as well and would have to be counted in A. The gap itself absorbs nothing, and the mirrors are taken as flat and wide enough for diffraction to be ignored.

**First estimate by scaling**

Whatever a mirror neither reflects nor absorbs, it transmits. Its transmittance is therefore

T = 1 − R − A = 1 − 0.990 − 0.002 = 0.008.

Light stored in the gap meets the mirrors many times. To count the meetings, imagine that the source is switched off. The stored power then falls by the factor R at each meeting, so a given portion of light survives a meeting with probability R and leaves the gap, by transmission or absorption, with probability 1 − R. The probability that it leaves at meeting number n is Rⁿ⁻¹(1 − R). The mean number of meetings is

N = (1 − R) Σ n Rⁿ⁻¹, with n = 1, 2, 3, …

The sum is the derivative with respect to R of the geometric series 1 + R + R² + … = 1/(1 − R), and this derivative is 1/(1 − R)². Hence

N = 1/(1 − R) = 1/0.010 = 100.

Each meeting carries a probability A of absorption, so the probability that stored light ends in a mirror coating is

p = N A = A/(1 − R) = 0.002/0.010 = 0.2.

This is the quantity that measures the loss. If an etalon with lossless identical mirrors transmits everything at resonance, which the exact solution will confirm, a simple estimate is to remove the fraction p:

estimated transmittance ≈ 1 − p = 0.8.

The argument identifies p as the relevant parameter, but it cannot fix the coefficient in front of it. It follows light that is already in the gap and says nothing about how much light gets in. That depends on interference at the front mirror, so amplitudes are needed.

**Exact solution: the transmitted wave**

Let the time factor be exp(−iωt), so that a wave travelling forward through the gap of length L acquires the phase factor exp(ikL), where k = 2π/λ and λ is the wavelength. Let r be the amplitude reflection coefficient of a mirror for light coming from the gap, and t its amplitude transmission coefficient. Their magnitudes follow from the given powers:

|r|² = R, |t|² = T.

The first transmitted wave passes the front mirror, the gap and the back mirror. Its amplitude, for unit incident amplitude, is t² exp(ikL). The next one has made an additional round trip, with two reflections and two passages of the gap, which multiplies the amplitude by

r² exp(2ikL) = R exp(2iφ), with φ = kL + arg r.

The angle φ is half the round-trip phase, with the phase shift on reflection included. Every further round trip brings the same factor, so the total transmitted amplitude is a geometric series:

t² exp(ikL) [1 + R exp(2iφ) + R² exp(4iφ) + …] = t² exp(ikL)/[1 − R exp(2iφ)].

The series converges because R < 1. The transmittance P is the squared magnitude. The numerator gives |t²|² = T². For the denominator,

|1 − R exp(2iφ)|² = 1 − 2R cos 2φ + R².

With cos 2φ = 1 − 2 sin²φ this becomes

1 − 2R + R² + 4R sin²φ = (1 − R)² + 4R sin²φ.

Dividing numerator and denominator by (1 − R)² gives

P(φ) = [T/(1 − R)]² / (1 + F sin²φ), with F = 4R/(1 − R)².

The denominator is smallest when sin φ = 0, that is when φ is a whole multiple of π. All the transmitted waves are then in phase. This is the resonance, and there

P_res = [T/(1 − R)]² = (0.008/0.010)² = 0.8² = 0.64.

This answers part (a): the etalon transmits 64 per cent of the incident power.

Two other forms of the result are useful. Since T = 1 − R − A, the ratio T/(1 − R) equals 1 − p. Since 1 − R = T + A, it also equals 1/(1 + A/T). Therefore

P_res = (1 − p)² = 1/(1 + A/T)².

For A = 0 this is 1, as the estimate assumed.

**Exact solution: where the rest goes**

The forward wave just inside the front mirror is built by the same series, but with only one transmission. At resonance its amplitude has magnitude |t|/(1 − R), so its power relative to the incident power is

T/(1 − R)² = 0.008/0.0001 = 80.

This exceeds 1 without violating energy conservation, because a nearly equal power travels backward. The forward wave strikes the back mirror, which transmits and absorbs

0.008 × 80 = 0.64 and 0.002 × 80 = 0.16

of the incident power. The remaining 0.20 must be shared between reflection from the whole etalon and absorption in the front mirror.

The front mirror needs more care, because light reaches it from both sides at once and the two waves interfere. Assume that each mirror is symmetric, so that the complex coefficient r is the same from both sides, with phases referred to its middle plane. The wave reflected by the etalon has two parts. One is the prompt reflection r. The other is light that leaks out of the gap through the front mirror. To form the leak, the forward amplitude t/(1 − R) is multiplied by exp(2ikL) for two passages, by r for the back mirror, and by t for the front mirror. The sum is

r_tot = r + t² r exp(2ikL)/(1 − R).

At resonance r² exp(2ikL) = R, so r exp(2ikL) = R/r. Write t/r = √(T/R) exp(iθ), where θ is the phase between a mirror's transmitted and reflected waves. Then

r_tot = r [1 + (t²/r²) R/(1 − R)] = r [1 + q exp(2iθ)], with q = T/(1 − R) = 1 − p.

The phase θ is not given, but it cannot be arbitrary. Let a single mirror be illuminated from both sides by waves of unit amplitude, with equal or opposite signs. Each outgoing wave then has an amplitude of magnitude |r + t| or |r − t|. A mirror that does not amplify light cannot send out more power than it receives, so

R + T ± 2√(RT) cos θ ≤ 1.

Both signs must be allowed, and 1 − R − T = A, so

2√(RT) |cos θ| ≤ A.

For a lossless mirror this forces cos θ = 0, hence exp(2iθ) = −1. The leaking wave is then opposite in phase to the prompt reflection. Since q = 1 when A = 0, the two cancel completely and nothing is reflected. With a small loss the phases remain close to opposite, but q has dropped to 0.8 and the cancellation is incomplete.

To find the reflected power, use cos 2θ = 2 cos²θ − 1:

|1 + q exp(2iθ)|² = 1 + 2q cos 2θ + q² = (1 − q)² + 4q cos²θ.

With 1 − q = p, the reflectance of the etalon at resonance is

R_res = R p² + 4R q cos²θ.

Its smallest value, for cos θ = 0, is R p² = 0.990 × 0.04 = 0.0396. For the largest value insert the limit cos²θ = A²/(4RT):

4R q cos²θ = q A²/T = A²/(1 − R) = (1 − R) p².

The upper limit is thus R p² + (1 − R) p² = p² = 0.0400. Altogether

0.0396 ≤ R_res ≤ 0.0400.

The given data do not fix R_res more closely than this, but the interval is narrow. An ideal conducting sheet, much thinner than the depth over which the field decays inside it, lies at the upper end: the electric field is continuous across it, so 1 + r = t and |r − t| = 1, which is the limit allowed by energy conservation. Being thin compared with the wavelength is not enough. A silver film that transmits about 1 per cent of red light is some 50 nm thick and the field falls across it, and a 60 nm metal film with the stated R and A gives about 0.0397, inside the interval. The transmittance found in (a) does not contain θ at all.

The answer to part (b), rounded to two decimals, is

transmitted: 0.64
absorbed in the back mirror: 0.16
absorbed in the front mirror: 0.16
reflected: 0.04

The sum is 1.00. Most of the missing power heats the coatings, and a small part returns towards the source.

**Comparison of the estimate and the exact result**

The estimate gave 0.8 and the exact value is 0.64, so the estimate is too high by 25 per cent of the exact value. It contains one factor 1 − p where the exact result contains two. The energy account shows what each factor means.

The net power that flows through the gap is the forward power minus the backward power. The backward wave carries R times the power of the forward wave, so the net flow is

(1 − R) × T/(1 − R)² = T/(1 − R) = 0.8.

Only 0.8 of the incident power therefore reaches the back mirror as a net flow. The other 0.2 has been reflected or absorbed at the front. Of the net flow that arrives, the back mirror transmits the share

T/(T + A) = 0.008/0.010 = 0.8

and absorbs the remainder. The product is 0.64. The scaling argument found the second factor, which describes the fate of light already stored. It missed the first, which describes the entry of light into the gap.

The expansion of the exact result shows the same thing:

P_res = (1 − p)² = 1 − 2p + p².

For small p the deficit is 2p, twice the estimate. The factor 2 counts the mirrors. If the loss were too weak to disturb the stored wave, its power would keep the lossless value 1/(1 − R) = 100 at the same R, and each mirror would absorb 0.002 × 100 = 0.2. That would leave 0.60. In fact the loss lowers the stored power from 100 to 80, so each mirror absorbs 0.16 instead of 0.20, while a reflection of 0.04 appears. The transmittance ends at 0.64.

**Why the small loss matters**

The form P_res = 1/(1 + A/T)² answers part (c). The absorptance has to be compared with the transmittance of the mirror, not with 1. An absorptance of 0.002 is small beside 1, but it is a quarter of T = 0.008. A highly reflecting mirror lets light out so slowly that a weak competing process takes a considerable share.

The same absorptance has very different effects in different etalons. With A held at 0.002, the formula gives

R = 0.5, T = 0.498: P_res = 0.992
R = 0.990, T = 0.008: P_res = 0.64
R = 0.995, T = 0.003: P_res = 0.36

In the first case stored light meets a mirror twice on average, and the loss hardly shows. In the last it does so 200 times. As R approaches its largest possible value 1 − A = 0.998, T goes to zero and so does the peak. In the limit A ≪ T the peak is approximately 1 − 2A/T, and in the limit A ≫ T it is approximately (T/A)². When A = T it is one quarter.

It matters what is held fixed when the loss is removed in thought. Suppose first that R stays at 0.990. Without absorption each mirror would transmit 0.010 instead of 0.008. The loss then reduces P(φ) by the factor 0.64 at every φ, on and off resonance, and the shape of the line is unchanged.

Suppose instead that T stays at 0.008. Without absorption R would be 0.992, and the peak would again be 1. Midway between resonances, however, where sin²φ = 1, the denominator is (1 − R)² + 4R = (1 + R)², and the transmittance is T²/(1 + R)². Changing R from 0.992 to 0.990 alters this by only about 0.2 per cent of its value. In this comparison the loss acts strongly near resonance and hardly at all far from it, because its effect comes through the repeated meetings of light that builds up in the gap.

**Line width and peak height**

An etalon is often chosen for its narrow line. The transmittance falls to half its peak when F sin²φ = 1, that is when

sin φ = (1 − R)/(2√R).

The full width in φ is twice this angle, and neighbouring resonances are π apart. The finesse f, the ratio of spacing to width, is

f = π/{2 arcsin[(1 − R)/(2√R)]} = 312.6.

It contains R but not A. At fixed R, a mirror pair with A = 0 and one with A = 0.002 have the same finesse, while their peaks are 1 and 0.64. A narrow line is therefore no evidence of a high peak.

For R close to 1 the finesse is approximately π/(1 − R), so p ≈ A f/π and

P_res ≈ (1 − A f/π)².

At a given absorptance, a higher finesse is paid for with a lower peak.

The peak is also sensitive to the value of A. At fixed R, the derivative of (1 − p)² with respect to A is

dP_res/dA = −2(1 − p)/(1 − R) = −2 × 0.8/0.010 = −160.

An error of 0.0005 in A should change the peak by about 0.08. The full formula gives 0.72 for A = 0.0015 and 0.56 for A = 0.0025. Read in the other direction, this sensitivity is useful for measurement. If R is known well and the etalon is close to ideal, solving P_res = (1 − p)² for A gives

A = (1 − R)(1 − √P_res).

Any defect that lowers the peak would be counted as absorption by this formula.

**A real etalon**

Consider an evacuated etalon for the red helium-neon line, with wavelength 633 nm, a gap of 1 mm and a Gaussian beam of radius 1 mm. These are rough typical values. A reflectance of 0.990 is ordinary for a dielectric coating, but an absorptance of 0.002 is high for a good one at this wavelength; such coatings can lose much less. A real coating on a substrate also absorbs, in general, different fractions from its two sides. The peak depends only on T and on R seen from the gap, but the split between reflection and front-mirror absorption found in (b) then changes. With c the speed of light, resonances are c/(2L) = 149.9 GHz apart (the delay on reflection from a typical dielectric coating lowers this by about 0.1 GHz), and each has a full width of about 149.9 GHz/312.6 = 480 MHz. Expressed as a change of gap length, the width is λ/(2f) = 1.01 nm. This small length shows which assumption is the most delicate: the gap must be uniform and stable to a fraction of a nanometre.

Suppose the gap varies across the beam with a Gaussian distribution, and treat each patch as a separate etalon. This is an estimate, since it ignores diffraction between patches. It is reasonable for random variation with a correlation length of about 0.3 mm or more, or for a regular ripple with a period of about 1 mm or more. It overstates the effect of finer variation, except for ripples that scatter light into a direction where the gap is again resonant, such as a period near 25 µm here. Averaging P(φ) numerically, with the phase shifted by k times the gap error, lowers the peak from 0.64 to 0.62 for an rms variation of 0.1 nm and to 0.51 for 0.3 nm.

A fused-silica spacer, with an expansion coefficient of roughly 5 × 10⁻⁷ per kelvin, lengthens the 1 mm gap by about 0.5 nm when it warms by 1 K. That is about half the full width, so without retuning the transmittance falls to about 0.3, half its peak value.

The spread of the beam and the width of the laser line matter less here. The beam spreads with a half-angle λ/(π × 1 mm) = 0.20 mrad, and a numerical average over its plane-wave components gives 0.6395 with the gap tuned for normal incidence, or 0.6397 after retuning for the beam. A Gaussian laser line of 1 MHz rms width leaves 0.640. If the outer face of each mirror substrate reflects 0.002 of the power, and interference with those faces is ignored, the peak becomes 0.64 × 0.998² = 0.637. If the outer faces are parallel to the mirrors and interference is included, the peak after retuning the gap can lie anywhere between about 0.62 and 0.66, depending on the optical thickness of the substrates.

For mirrors with the stated R and A, 0.64 is thus the value for a uniform, tuned gap. Gap variation, thermal drift, beam spread and laser width all lower it, while interference with the outer faces can shift it either way. With the values chosen in this example, the uniformity and stability of the gap matter far more than the spread of the beam or the width of the laser line. That would no longer be so for a broad laser: a Gaussian line with the same full width at half maximum as the resonance would by itself lower the transmittance to about 0.45.

All numerical values are calculated from the stated model.
